# The Fock Operator in Plane Waves by FFT Poisson Solves, part 2

We apply exact exchange to a closed-shell insulator in a plane-wave basis, using Hartree atomic units. For spin orbitals $\chi_i(x)$, with $x$ standing for position and spin, the exchange energy is

$$
E_x^{\rm tot}=-\frac12\sum_{ij}\iint
\frac{\chi_i^*(x)\chi_j(x)\,\chi_j^*(x')\chi_i(x')}{|\mathbf r-\mathbf r'|}\,dx\,dx'. \tag{2}
$$

Its derivative defines the exchange operator $V_x$, which acts on spatial orbitals of one spin:

$$
(V_x\varphi_i)(\mathbf r)=-\sum_{j}^{\rm occ}\varphi_j(\mathbf r)
\int\frac{\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{3}
$$

The cell has volume $\Omega$, reciprocal lattice vectors $\mathbf G$ and $N_b$ doubly occupied bands. With a uniform mesh of $N_k$ k-points, the orbitals $\varphi_{n\mathbf k}=V^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ are normalized over a supercell of volume $V=N_k\Omega$. The Fourier coefficients of $u_{n\mathbf k}$ are $c_{n\mathbf k}(\mathbf G)$.

For a target $n\mathbf k$ and an occupied orbital $n'\mathbf k'$, $\mathbf q=\mathbf k-\mathbf k'$, and $p(\mathbf G)$ are the Fourier coefficients of $u_{n'\mathbf k'}^*u_{n\mathbf k}$. With the Coulomb kernel $v(\mathbf K)=4\pi/K^2$, the matrix of $V_x$ and its expectation value are

$$
K_{\mathbf G\mathbf G'}(\mathbf k)=-\frac1V\sum_{n'\mathbf k'}^{\rm occ}\sum_{\mathbf P}
c_{n'\mathbf k'}(\mathbf P)\,c_{n'\mathbf k'}^*(\mathbf P-\mathbf G+\mathbf G')\,
v(\mathbf k-\mathbf k'+\mathbf G-\mathbf P), \tag{11}
$$

$$
\langle\varphi_{n\mathbf k}|V_x|\varphi_{n\mathbf k}\rangle
=-\frac1V\sum_{n'\mathbf k'}^{\rm occ}\sum_{\mathbf G}v(\mathbf q+\mathbf G)|p(\mathbf G)|^2\le0. \tag{12}
$$

At $\mathbf q+\mathbf G=0$ the kernel is singular and is assigned a finite value $v_0$, still to be determined. The inequality in (12) assumes $v_0\ge0$. This element contributes to $V_x\varphi_{n\mathbf k}$

$$
-\frac{v_0}{V}\,\varphi_{n\mathbf k}\ \text{ for an occupied orbital},\qquad
0\ \text{ for an empty one}. \tag{16}
$$

Setting $v_0=0$ leaves an error that falls only as the inverse edge of the supercell.

In practice, each pair product is formed on a real-space grid, transformed by FFT, multiplied by $v$ and transformed back. If the integer components of $\mathbf G$ in the orbitals lie between $-m$ and $m$, this reproduces (11) when the number $M$ of grid points per axis satisfies

$$
M\ge4m+1. \tag{13}
$$

Applying $V_x$ to $N_t$ orbitals at every k-point takes $(N_b+2N_t)N_k$ transforms of single orbitals and, for the pairs,

$$
\mathcal N_{\rm pair}=2N_tN_bN_k^2,\qquad
\mathcal N_{\rm pair}=2N_b^2N_k^2\quad\text{for }N_t=N_b. \tag{14}
$$

### The value of $v_0$

From here on the supercell is a cube of edge $A$, with $V=A^3$. Let $\mathbf K$ denote its reciprocal lattice vectors; these are all the vectors $\mathbf q+\mathbf G$ that occur. With the singular element omitted, two points interact through

$$
\phi(\mathbf r)=\frac1V\sum_{\mathbf K\ne0}\frac{4\pi}{K^2}e^{i\mathbf K\cdot\mathbf r},\qquad
-\nabla^2\phi=4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big]. \tag{18}
$$

This is the potential of unit charges at the supercell lattice points $\mathbf R$ in a neutralizing uniform background. Near the origin, write $\phi=1/r+s(\mathbf r)$. The term $1/r$ accounts for the charge at the origin, which leaves $\nabla^2s=4\pi/V$. Inversion symmetry forbids a linear term in $s$, and cubic symmetry reduces the quadratic term to $br^2$. Since $\nabla^2(br^2)=6b$, the constant is $b=2\pi/(3V)$:

$$
\phi(\mathbf r)=\frac1r+v_M+\frac{2\pi r^2}{3V}+\dots \tag{19}
$$

The constant $v_M$ is the potential at a charge due to its images and the background. A finite $v_0$ adds $v_0/V$ to the interaction. The interaction in an infinite crystal is $1/r$, so the constant is removed by the choice

$$
v_0=-V\,v_M. \tag{20}
$$

To compute $v_M$, surround each point charge by a Gaussian charge of opposite sign, and add the Gaussians back. A unit Gaussian charge proportional to $e^{-\eta^2r^2}$ has the potential $\operatorname{erf}(\eta r)/r$ and the Fourier factor $e^{-K^2/4\eta^2}$, so that

$$
\phi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac1V\sum_{\mathbf K\ne0}\frac{4\pi}{K^2}e^{-K^2/4\eta^2}e^{i\mathbf K\cdot\mathbf r}-\frac{\pi}{\eta^2V}. \tag{21}
$$

The last term makes the average of $\phi$ zero, as (18) demands. The average of the first sum is $(4\pi/V)\int_0^\infty r\operatorname{erfc}(\eta r)\,dr$. Integration by parts turns the integral into $(\eta/\sqrt\pi)\int_0^\infty r^2e^{-\eta^2r^2}dr=1/(4\eta^2)$, which gives $\pi/(\eta^2V)$. Now subtract $1/r$ and let $r\to0$. The term $\mathbf R=0$ leaves $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$, and

$$
v_M=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}
+\frac1V\sum_{\mathbf K\ne0}\frac{4\pi}{K^2}e^{-K^2/4\eta^2}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2V}. \tag{22}
$$

The value does not depend on $\eta$, which the program tests with two choices. If all lengths are scaled together, potentials scale as an inverse length. Hence $v_M\propto1/A$ and $v_0\propto A^2$. For the cube $v_M$ is negative, so $v_0$ is positive, as assumed in (12).

### The error that remains

With (20), the first deviation of the interaction from $1/r$ is the quadratic term in (19). It can be checked on a lattice of normalized Gaussian orbitals with negligible overlap,

$$
w(\mathbf r)=\left(\frac{2a}{\pi}\right)^{3/4}e^{-ar^2}. \tag{23}
$$

The density $w^2$ has variance $1/(4a)$ along each axis. The difference $\mathbf s$ of two independent positions has twice this variance, so its distribution is $(a/\pi)^{3/2}e^{-as^2}$. The self-exchange integral of an isolated orbital is the mean of $1/s$:

$$
J=\left(\frac a\pi\right)^{3/2}4\pi\int_0^\infty s\,e^{-as^2}ds=2\sqrt{\frac a\pi}. \tag{24}
$$

The mean of $s^2$ is $3/(2a)$. By (19), the mesh gives

$$
J_{\rm mesh}=2\sqrt{\frac a\pi}+\frac{2\pi}{3V}\cdot\frac{3}{2a}
=2\sqrt{\frac a\pi}+\frac{\pi}{aV}, \tag{25}
$$

up to terms that are negligible for compact orbitals. For $a=1$ bohr$^{-2}$ and a cell of edge 6 bohr, $J=1.128379$ hartree. The Bloch orbitals are $\varphi_{\mathbf k}=N_k^{-1/2}\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}w(\mathbf r-\mathbf T)$, with $\mathbf T$ the lattice vectors of the cell within the supercell, so that $\sum_{\mathbf k'}\varphi_{\mathbf k'}(\mathbf r)\varphi^*_{\mathbf k'}(\mathbf r')=\sum_{\mathbf T}w(\mathbf r-\mathbf T)w(\mathbf r'-\mathbf T)$. Without overlap only products of Gaussians on the same site survive in the expectation value, each of the $N_k$ sites with weight $1/N_k$, and $-\langle\varphi_{\mathbf k}|V_x|\varphi_{\mathbf k}\rangle=J_{\rm mesh}$. The full FFT procedure gives the following differences $-\langle V_x\rangle-J$, in hartree.

| Mesh | With $v_0$ | $\pi/(aV)$ | With $v_0=0$ |
|---|---|---|---|
| 1×1×1 | 0.014544 | 0.014544 | −0.458339 |
| 2×2×2 | 0.001818 | 0.001818 | −0.234624 |
| 4×4×4 | 0.000227 | 0.000227 | −0.117994 |

Each doubling of the mesh divides the error by 8 with $v_0$ and by about 2 without it.

In a crystal the role of the orbital is taken by the density matrix of one spin, $\gamma(\mathbf r,\mathbf r')=\sum_{n\mathbf k}\varphi_{n\mathbf k}(\mathbf r)\varphi^*_{n\mathbf k}(\mathbf r')$, since (2) contains $|\gamma|^2/|\mathbf r-\mathbf r'|$. The expansion (19) may be used if $\gamma$ has become small at separations well below $A/2$. This requires an insulator and a sufficiently large supercell. In a metal $\gamma$ decays more slowly because the occupation jumps at the Fermi surface, and the $1/V$ law is not justified. In a supercell without cubic symmetry (20) still removes the constant, but the quadratic term depends on direction, and $v_0$ need not be positive. For a cubic cell of edge 6 bohr on a 1×1×4 mesh, $v_M=+0.048$ hartree and $v_0=-41.5$ bohr², so the inequality in (12) is no longer guaranteed.

A screened interaction $\operatorname{erfc}(\omega r)/r$ has no singular element. Its kernel is the Coulomb kernel minus that of a Gaussian charge, $4\pi(1-e^{-K^2/4\omega^2})/K^2$, which tends to $\pi/\omega^2$ as $K\to0$.

### The exchange energy

In (2) the two spins contribute equally, which cancels the factor $\tfrac12$. Dividing by the number of cells and using (12), the exchange energy per cell is

$$
E_x=\frac1{N_k}\sum_{n\mathbf k}^{\rm occ}\langle\varphi_{n\mathbf k}|V_x|\varphi_{n\mathbf k}\rangle
=-\frac{1}{N_kV}\sum_{n\mathbf k}^{\rm occ}\sum_{n'\mathbf k'}^{\rm occ}\sum_{\mathbf G}v(\mathbf q+\mathbf G)|p(\mathbf G)|^2. \tag{26}
$$

Interchanging the two orbitals replaces the pair density by its conjugate. This changes $\mathbf q+\mathbf G$ to its negative and leaves $v|p|^2$ unchanged, so each unordered pair needs to be computed once. No potential has to be returned to the grid. The energy alone therefore takes $N(N+1)/2$ pair transforms with $N=N_bN_k$, about a quarter of (14) for large $N$.

### A model crystal

Take a simple cubic cell of edge $L=6$ bohr with the local potential $-1$ hartree times $\cos(2\pi x/L)+\cos(2\pi y/L)+\cos(2\pi z/L)$. The orbitals are eigenfunctions of this potential and the kinetic energy, with plane waves up to $\tfrac12|\mathbf k+\mathbf G|^2=5$ hartree. Four bands are doubly occupied. The orbitals are not made self-consistent with exchange, and Hartree and correlation terms are left out. The example tests the operator and does not represent a material.

On a 2×2×2 mesh the gap of the local model is 0.486 hartree. There are 110 to 136 plane waves per k-point, with $m=3$, so (13) asks for $4\times3+1=13$ grid points per axis. On this grid the coefficients of $V_x\varphi_{n\mathbf k}$ agree with the explicit matrix (11) to $5\times10^{-16}$ hartree. With 7 points per axis the largest deviation is $7\times10^{-4}$ hartree. The comparison is made at two k-points, where the matrix is also found to be Hermitian and without positive eigenvalues.

The supercell has $V=8\times216=1728$ bohr³ and $v_M=-0.236441$ hartree, so

$$
v_0=1728\times0.236441\ \text{bohr}^2=408.57\ \text{bohr}^2. \tag{27}
$$

By (16), this element lowers the expectation value of $V_x$ by 0.236 hartree for each occupied orbital and leaves it unchanged for the empty ones. On this mesh the shift is about half the gap of the local model.

Now follow one pair, the lowest band at $\mathbf k=0$ as target and the lowest band at $\mathbf k'=(\tfrac12,0,0)$, in units of $2\pi/L$. Here $|\mathbf q|=\pi/6=0.5236$ bohr$^{-1}$, and the kernel at $\mathbf G=0$ is $4\pi/0.5236^2=45.84$ bohr². The component $\mathbf G=(1,0,0)$ has $\mathbf q+\mathbf G=(+\tfrac12,0,0)$ and the same kernel. Both have $|p|^2=0.8561$. They are equal because both wave vectors are equivalent to their own negatives, so each of these nondegenerate orbitals can be chosen real. A real pair density has conjugate components at opposite wave vectors. Together they contribute

$$
\frac{2\times45.84\times0.8561}{1728}\ \text{hartree}=0.0454\ \text{hartree} \tag{28}
$$

to a total pair integral of 0.0774 hartree. The remaining 0.0319 hartree comes from shorter wavelengths. Summed over all 32 occupied orbitals, the expectation value of $V_x$ for the target is $-1.096$ hartree. These numbers belong to the cutoff of 5 hartree. At 10 hartree, where they have settled, the gap is 0.4885 hartree, $|p|^2=0.8568$, the pair integral is 0.0779 hartree and the expectation value is $-1.105$ hartree.

Applying the operator to all occupied orbitals takes $2\times4^2\times8^2=2048$ pair transforms, and $(4+8)\times8=96$ transforms of single orbitals. These are the numbers the program counts during execution. With two bands instead of four, the pair transforms drop to 512. The energy alone takes $32\times33/2=528$. Both routes give the same exchange energy, $-3.416$ hartree or $-92.95$ eV per cell on this mesh.

The dependence on the mesh, in hartree per cell, is as follows.

| Mesh | $E_x$ with $v_0$ | $E_x$ with $v_0=0$ |
|---|---|---|
| 1×1×1 | −3.6469 | −1.7553 |
| 2×2×2 | −3.4157 | −2.4700 |
| 3×3×3 | −3.3874 | −2.7569 |
| 4×4×4 | −3.3795 | −2.9066 |

From the third mesh to the fourth, the energy changes by 0.008 hartree with $v_0$ and by 0.150 hartree without it. The columns differ by $N_bv_0/V=4|v_M|$. On the 2×2×2 mesh this is $4\times0.2364=0.946$ hartree, in agreement with the table.

The corrected energies do not yet follow a pure $1/V$ law. Their last two changes are 0.0284 and 0.0079 hartree, a ratio of 3.6, whereas the law predicts

$$
\frac{1/8-1/27}{1/27-1/64}=4.1. \tag{29}
$$

The table mixes the error of the mesh with that of the basis. The potential is a sum of one-dimensional terms, so the orbitals can also be obtained as products of one-dimensional solutions in a practically complete basis. The meshes 2×2×2, 3×3×3, 4×4×4, 6×6×6 and 8×8×8 then give $-3.4408$, $-3.4128$, $-3.4072$, $-3.4051$ and $-3.4046$ hartree, approaching $-3.4043$ hartree. On the 2×2×2, 3×3×3 and 4×4×4 meshes the cutoff of 5 hartree thus raises $E_x$ by 0.025 to 0.028 hartree, and this amount changes by 0.002 hartree between the third and fourth meshes. In the complete basis the ratio of the two changes is 5.0, about 0.003 hartree remains beyond the 4×4×4 mesh, and the error follows the $1/V$ law within 3% from the 6×6×6 mesh on. A $1/V$ extrapolation should be trusted only after successive meshes have been seen to follow it. Such a check is expensive, since by (14) an 8×8×8 mesh would cost 64 times as much per application as the 4×4×4 mesh.

## Computed results

```
cell side 6.0 bohr, potential amplitude 1.0 hartree
cutoff 5.0 hartree, occupied bands 4, k-points 8
plane waves per k: 110 to 136
largest Miller index m = 3, FFT points per axis = 13
gap of local model on 2x2x2 mesh = 0.4860 hartree
crystal volume V = 1728.0 bohr^3
Madelung potential v_M = -0.236441 hartree
singular element v0 = 408.5708 bohr^2
Poisson solve vs real-space sum: max error 7.5e-17 hartree
FFT action vs explicit matrix: max error 5.0e-16 hartree
same with only 7 points per axis: 7.2e-04 hartree
highest eigenvalue of Fock matrix = -1.70e-05 hartree
pair: lowest band at k=0 with lowest band at k'=(1/2,0,0)
  |q| = 0.523599 bohr^-1
  kernel at G=0: 45.8366 bohr^2
  kernel at G=(1,0,0): 45.8366 bohr^2
  |p(G)|^2 at G=0: 0.856129
  |p(G)|^2 at G=(1,0,0): 0.856129
  exchange integral of the pair = 0.077353 hartree
<V_x> of lowest band at k=0 = -1.096039 hartree
E_x per cell, 2x2x2 = -3.415742 hartree = -92.947 eV
executed transforms: k-points, bands, pair FFTs, orbital FFTs
  1  4  32  12
  8  2  512  48
  8  4  2048  96
forward FFTs for energy alone, 2x2x2: 528
mesh, E_x per cell with v0, without v0 (hartree)
  1  -3.646851  -1.755320
  2  -3.415742  -2.469976
  3  -3.387386  -2.756876
  4  -3.379498  -2.906615
change from mesh 3 to 4: with v0 0.007888 hartree, without 0.149739
Gaussian exponent 1.0 bohr^-2, cutoff 25 hartree
isolated Gaussian self-exchange = 1.128379 hartree
mesh, error with v0, pi/(aV), error without v0 (hartree)
  1  0.014544  0.014544  -0.458339
  2  0.001818  0.001818  -0.234624
  4  0.000227  0.000227  -0.117994
```
